# Weakly Bound Atom Pair: Adding Retardation without Double Counting Breit-Pauli Terms

## 1. Two oscillators, two couplings

Let each of two neutral, closed-shell atoms be an isotropic oscillator of frequency $\omega_0$. Its $N$ electrons move together, with charge $-N$ and mass $N$. Atomic units are used, and $\alpha$ is the fine-structure constant. The static polarizability is charge squared over mass times $\omega_0^2$, so $A_0=N/\omega_0^2$.

Put the atoms a distance $R$ apart on the $z$ axis. Along each Cartesian axis the static dipole coupling is $N^2t\,x_1x_2/R^3$, with $t=(1,1,-2)$ for $(x,y,z)$. The Breit orbit-orbit coupling is $-\alpha^2t'p_1p_2/(2R)$, with $t'=(1,1,2)$. In the coordinates $x_\pm=(x_1\pm x_2)/\sqrt2$,
$$x_1x_2=\tfrac12(x_+^2-x_-^2),\qquad p_1p_2=\tfrac12(p_+^2-p_-^2),$$
so the modes separate:
$$H_\pm=\frac{p_\pm^2}{2N}(1\mp\eta)+\frac{N\omega_0^2x_\pm^2}{2}(1\pm\xi),\qquad \xi=\frac{A_0t}{R^3},\quad \eta=\frac{\alpha^2Nt'}{2R}.$$
The frequencies are $\omega_\pm=\omega_0\sqrt{(1\mp\eta)(1\pm\xi)}$. In the sum $\frac12(\omega_++\omega_-)$ the linear terms cancel, and to second order the energy change per axis is
$$-\omega_0\left(\frac{\xi^2}{8}+\frac{\xi\eta}{4}+\frac{\eta^2}{8}\right).$$
Now sum over the axes. Since $\sum t^2=6$, the first term gives $-C_6/R^6$ with $C_6=\frac34A_0^2\omega_0$. Since $\sum tt'=1+1-4=-2$, the second gives
$$+\frac{\alpha^2W_4}{R^4},\qquad W_4=\tfrac14A_0N\omega_0=\tfrac14A_0^2\omega_0^3 .$$
The third is of order $\alpha^4$ and is dropped, because a Breit-Pauli energy is of first order in the Breit operator.

The Breit-Pauli curve of two such atoms therefore has a repulsive $R^{-4}$ tail. This tail is the first effect of retardation. A retardation factor applied to $-C_6/R^6$ contains it as well, as the next section shows.

## 2. The retarded energy

**Field.** A dipole $\mathbf p$ oscillating at frequency $\omega$ produces the field $(\nabla\nabla+k^2)(e^{ikR}/R)\,\mathbf p$, with $k=\alpha\omega$. At imaginary frequency $i\omega$, $k$ becomes $i\kappa$ with $\kappa=\alpha\omega$, and the field tensor is
$$T=(\nabla\nabla-\kappa^2)\frac{e^{-\kappa R}}{R}.$$
Write $g=e^{-\kappa R}/R$ and $x=\kappa R$. Each transverse element is $g'/R-\kappa^2g=-(1+x+x^2)e^{-x}/R^3$. The longitudinal one is $g''-\kappa^2g=(2+2x)e^{-x}/R^3$. Hence
$$\mathrm{Tr}\,T^2=\frac{e^{-2x}}{R^6}\left[2(1+x+x^2)^2+4(1+x)^2\right]=\frac{2e^{-2x}P(x)}{R^6},$$
$$P(x)=x^4+2x^3+5x^2+6x+3 .$$

**Energy.** The induced dipoles obey $\mathbf p_1=AT\mathbf p_2$ and $\mathbf p_2=AT\mathbf p_1$, where $A(i\omega)=A_0\omega_0^2/(\omega_0^2+\omega^2)$. Eliminating the field leaves the mode determinant $\det(1-A^2T^2)$, taken relative to infinite separation. From $\int_0^\infty\ln[(\omega^2+a^2)/(\omega^2+b^2)]\,d\omega=\pi(a-b)$, the change in zero-point energy is $(1/2\pi)\int\ln\det(1-A^2T^2)\,d\omega$. Its leading term is $-(1/2\pi)\int A^2\,\mathrm{Tr}\,T^2d\omega$, so
$$V_{\rm CP}(R)=-\frac{1}{\pi R^6}\int_0^\infty A(i\omega)^2e^{-2x}P(x)\,d\omega,\qquad x=\alpha\omega R .$$
The retardation factor is defined by $V_{\rm CP}=-fC_6/R^6$.

**Short distance.** Let $y=\alpha\omega_0R$. Expanding the exponential gives $e^{-2x}P=3-x^2+x^4+\dots$; the terms in $x$ and $x^3$ cancel. The first two terms yield
$$C_6=\frac3\pi\int_0^\infty A^2d\omega=\frac{3A_0^2\omega_0}{4},\qquad W_4=\frac1\pi\int_0^\infty\omega^2A^2d\omega=\frac{A_0^2\omega_0^3}{4},$$
with the signs $-C_6/R^6$ and $+\alpha^2W_4/R^4$. These are the two terms of Section 1.

The next moment, $\int\omega^4A^2d\omega$, diverges because $A\to N/\omega^2$. The rest must therefore be kept together. With $\omega=x/(\alpha R)$ one has $A=N\alpha^2R^2/(x^2+y^2)$, and
$$\delta(R)\equiv V_{\rm CP}+\frac{C_6}{R^6}-\frac{\alpha^2W_4}{R^4}=-\frac{\alpha^3N^2}{\pi R^3}J(y),$$
$$J(y)=\int_0^\infty\frac{e^{-2x}P(x)-3+x^2}{(x^2+y^2)^2}\,dx .$$
At $y=0$ the integrand has the antiderivative
$$-e^{-2x}\left(\frac12+\frac1x+\frac2{x^2}+\frac1{x^3}\right)+\frac1{x^3}-\frac1x ,$$
as differentiation confirms. It vanishes at infinity. At $x\to0$ its inverse powers cancel and the constant is $-(\frac12-2+4-\frac43)=-\frac76$. Thus $J(0)=\frac76$ and
$$V_{\rm CP}=-\frac{C_6}{R^6}+\frac{\alpha^2W_4}{R^4}-\frac{7\alpha^3N^2}{6\pi R^3}+\dots$$
The first correction to $J$ comes from $x\sim y$, where the numerator is $x^4$. It is
$$y\int_0^\infty\left[\frac{v^4}{(1+v^2)^2}-1\right]dv=-\frac{3\pi y}{4}.$$
At $y=0.001$ this predicts $1.16431$; numerical quadrature of $J$ gives $1.16433$.

**Long distance.** For $y\gg1$ the exponential cuts off the integral while $A\simeq A_0$. Since $\int_0^\infty e^{-2x}P\,dx=\frac34+\frac34+\frac54+\frac32+\frac32=\frac{23}4$,
$$V_{\rm CP}\to-\frac{23A_0^2}{4\pi\alpha R^7}.$$

## 3. Which terms to add

Let $V_{\rm BO}$ be the nonrelativistic curve with tail $-C_6/R^6$, and let $V_{\rm BP}$ be the Breit-Pauli curve, which includes $\alpha^2W_4/R^4$. The consistent sum is
$$V=V_{\rm BO}+V_{\rm BP}+\delta(R).$$
With these two tails, the powers cancel at large $R$ and $V_{\rm CP}$ remains; Section 7 treats a relativistic change of $C_6$. At short distance $\delta$ begins at order $\alpha^3$, so the Breit-Pauli part is left intact. If a QED curve of order $\alpha^3$ is also added, its tail $-7\alpha^3N^2/(6\pi R^3)$ must be removed from $\delta$ for the same reason.

Three other sums are useful for comparison:

- $V_{\rm BO}+V_{\rm BP}$ becomes repulsive where $\alpha^2W_4/R^4>C_6/R^6$, that is, beyond $R=\sqrt{C_6/(\alpha^2W_4)}=\sqrt3/(\alpha\omega_0)$. The expansion in $y$ has failed there.
- Replacing $-C_6/R^6$ by $V_{\rm CP}$ without $V_{\rm BP}$ gives the right tail but loses the short-range Breit-Pauli energy.
- Making that replacement and also adding the full $V_{\rm BP}$ gives $V+\alpha^2W_4/R^4$. This is the double-counted sum. Its error falls more slowly than the true $R^{-7}$ tail and so dominates at large $R$.

Only dipole-dipole retardation is treated. Higher multipoles, adiabatic and nonadiabatic recoil corrections, and short-range QED are left out.

## 4. A core with a known scattering length

To test a solver near threshold, take
$$V_{\rm BO}=\frac{C_{10}}{R^{10}}-\frac{C_6}{R^6}$$
and reduced mass $\mu$. At zero energy the $s$-wave radial function obeys $u''=2\mu V_{\rm BO}u$. Set $z=sR^{-4}$ and $u=R^{5/2}w(z)$. Since $R\,dz/dR=-4z$, two differentiations give
$$u''=R^{1/2}\left(16z^2w''+\tfrac{15}{4}w\right).$$
With $s=\frac12\sqrt{2\mu C_{10}}$ the equation becomes Whittaker's:
$$w''=\left(\frac14-\frac qz-\frac{15}{64z^2}\right)w,\qquad q=\frac{2\mu C_6}{8\sqrt{2\mu C_{10}}} .$$
The last coefficient equals $(\frac18)^2-\frac14$, so the index is $\frac18$. The solution that vanishes at $R\to0$, where $z\to\infty$, is $W_{q,1/8}(z)$. At small $z$,
$$W\simeq\frac{\Gamma(-\frac14)}{\Gamma(\frac38-q)}z^{5/8}+\frac{\Gamma(\frac14)}{\Gamma(\frac58-q)}z^{3/8}.$$
After multiplication by $R^{5/2}$ the first term is constant and the second is proportional to $R$. Comparison with $u\propto R-a_s$ gives the scattering length
$$a_s=-s^{1/4}\,\frac{\Gamma(-\frac14)\,\Gamma(\frac58-q)}{\Gamma(\frac14)\,\Gamma(\frac38-q)} .$$
It diverges at $q=\frac58,\frac{13}8,\dots$, and each divergence marks a new bound state as the attraction grows. Between the first two values there is one $s$-wave state.

Just above threshold, with $\epsilon=q-\frac58$, $\Gamma(-\epsilon)\simeq-1/\epsilon$ and $a_s\simeq s^{1/4}/[\Gamma(\frac14)\epsilon]$. At fixed $C_{10}$, a relative change in $q$ is thus amplified by about $q/\epsilon$ in $a_s$, and by about twice that in the energy, which scales as $a_s^{-2}$. This is one reason why corrections of order $\alpha^2$ matter here. The other is that the ratio of the $R^{-4}$ term to the $R^{-6}$ term, $\alpha^2W_4R^2/C_6$, is about $10\alpha^2$ at the minimum of the well used in Section 6.

## 5. The radial solver

**Logarithmic grid.** The core needs fine spacing and the tail does not. Put $R=e^t$ and $u=e^{t/2}\phi$. Then $d^2u/dR^2=e^{-3t/2}(\ddot\phi-\phi/4)$, and the radial equation becomes
$$\ddot\phi=G\phi,\qquad G=\tfrac14+2\mu R^2(V-E).$$

**Numerov step.** For spacing $h$, the second difference of $\phi$ is $h^2\ddot\phi+h^4\phi^{(4)}/12+O(h^6)$. Replace $\phi^{(4)}$ by the second difference of $G\phi$ over $h^2$. With $T=h^2G/12$ and $F=(1-T)\phi$,
$$F_{j+1}+F_{j-1}=U_jF_j,\qquad U_j=\frac{2+10T_j}{1-T_j}.$$
Propagate ratios rather than $F$, so that nothing overflows:
$$a_j=\frac{F_j}{F_{j+1}}=\frac1{U_j-a_{j-1}},\qquad b_j=\frac{F_j}{F_{j-1}}=\frac1{U_j-b_{j+1}} .$$

**Tail.** Where the potential is negligible, $u\propto e^{-kR}$ with $k=\sqrt{-2\mu E}$. This fixes the first inward ratio:
$$b_M=\frac{1-T_M}{1-T_{M-1}}\sqrt{\frac{R_{M-1}}{R_M}}\;e^{-k(R_M-R_{M-1})}.$$

```
input: V on grid R[0..M], reduced mass mu, match index m
function mismatch(k):
    T = h^2/12 * (1/4 + 2 mu R^2 V + (k R)^2)
    U = (2 + 10 T)/(1 - T)
    a = 0
    for j = 1..m:            a = 1/(U[j] - a)
    b = exponential start at M
    for j = M-1 down to m+1: b = 1/(U[j] - b)
    return 1/a - b
find k with mismatch(k) = 0 inside a sign-changing bracket
E = -k^2/(2 mu)
rebuild F from the stored ratios; phi = F/(1 - T)
normalize with weights phi^2 R^2 h   (u^2 dR = phi^2 R^2 dt)
```

**The remainder.** Compute $\delta$ from its own integrand, not by subtracting three potentials. With $\omega=\omega_0\tan\theta$, $A^2d\omega=A_0^2\omega_0\cos^2\theta\,d\theta$, and
$$\delta=-\frac{A_0^2\omega_0}{\pi R^6}\int_0^{\pi/2}\cos^2\theta\left[e^{-2x}P(x)-3+x^2\right]d\theta,\qquad x=y\tan\theta .$$

**Cost.** One energy trial takes $O(M)$ operations. With $n_\theta$ quadrature nodes, $\delta$ takes $O(Mn_\theta)$, but only once per grid, because it does not depend on $E$.

**Stability.** Differentiating the recursion gives $\delta a_j=a_j^2\,\delta a_{j-1}$. In the repulsive core $a_j<1$ and errors shrink. The inward sweep has the same property in the decaying tail. A single outward sweep to large $R$ would instead amplify the unwanted $e^{+kR}$ component.

**Hard wall.** Suppose $u=0$ is imposed at $L$. Outside the well $u\propto\sinh k'(L-R)$, and its logarithmic slope is $-k'\coth k'(L-R)$. Hold the slope at some $R_1$ just outside the well at $-k$, neglecting its dependence on energy. Then $k'(1+2e^{-2k(L-R_1)})\simeq k$, and
$$\Delta E\simeq4|E|\,e^{-2k(L-R_1)}>0 .$$
The error decays on the length $1/(2k)$, which is large for a weakly bound state. The exponential start removes this error and leaves that of neglecting $V$ beyond the last point.

## 6. Worked example

Take $A_0=8$, $\omega_0=0.5$, $\mu=5000$ and $q=0.64$. Then $N=8\times0.25=2$, $C_6=0.75\times64\times0.5=24$ and $W_4=0.25\times64\times0.125=2$. From $\sqrt{2\mu C_{10}}=240000/5.12=46875$ follows $C_{10}=2.197\times10^5$. The well is $5093$ nanohartree deep, with its minimum at $(5C_{10}/3C_6)^{1/4}=11.11$ bohr. The model Breit-Pauli curve is
$$V_{\rm BP}=\alpha^2\left(\frac{2}{R^4}-5e^{-R}\right),$$
whose second term stands for the short-range part.

**Scattering length.** The gamma-function formula gives $a_s=239.31$ bohr for $V_{\rm BO}$. The threshold estimate, with $s^{1/4}=12.37$ and $\epsilon=0.015$, gives $12.37/(3.626\times0.015)=227$ bohr. The threshold amplification $q/\epsilon$ is 43. Differentiating the full formula at fixed $C_{10}$ gives $q[\psi(\frac38-q)-\psi(\frac58-q)]=-40.6$ for $d\ln a_s/d\ln q$, where $\psi$ is the digamma function. For the consistent potential, the outward recursion at $E=0$, fitted to $u\propto R-a_s$ at the last two points, gives $a_s=245.03$ bohr.

**Retardation factor.** At $R=10$ bohr quadrature gives $1-f=4.21\times10^{-4}$. The $R^{-4}$ term accounts for $\alpha^2W_4R^2/C_6=4.44\times10^{-4}$, and the $R^{-3}$ term takes back $0.24\times10^{-4}$. At 100, 500 and 1000 bohr $f$ is $0.971$, $0.732$ and $0.515$. The long-distance law would give $0.67$ at 1000 bohr, so that regime has not been reached: $y$ is only 3.6 there.

**Energies.** The grid has 4000 steps from 4 to 6000 bohr, with matching near 20 bohr and 300 Gauss-Legendre nodes for $\delta$. The bound-state energies in nanohartree are:

| Potential | $E$ |
|---|---:|
| $V_{\rm BO}$ | $-1.9855$ |
| $V_{\rm BO}+V_{\rm BP}$ | $-1.8758$ |
| retarded $V_{\rm BO}$, no $V_{\rm BP}$ | $-1.8485$ |
| consistent sum | $-1.8879$ |
| double-counted sum | $-1.7426$ |

The consistent energy corresponds to $-12.42$ MHz. Retardation beyond Breit-Pauli changes the energy by $-1.8879+1.8758=-0.0121$ nanohartree. It deepens the state, as the negative sign of the $R^{-3}$ term suggests. Leaving out $V_{\rm BP}$ loses the short-range term $-5\alpha^2e^{-R}$ and makes the state too shallow by $0.039$. Double counting makes it too shallow by $0.145$, or $7.7\,\%$ of the consistent binding energy, twelve times the retardation correction that was to be added.

**Where the error arises.** If $\lambda\alpha^2W_4/R^4$ is added to $V$, normalization of the wave function gives
$$\left.\frac{dE}{d\lambda}\right|_{\lambda=0}=\left\langle\frac{\alpha^2W_4}{R^4}\right\rangle=0.1481\ \text{nanohartree}.$$
The full step $\lambda=1$ costs slightly less, $0.1453$, because the wave function relaxes and a ground-state energy lies below its first-order estimate. Of this mean, $94\,\%$ comes from $R<30$ bohr, although $48\,\%$ of the probability lies beyond 100 bohr. In this example the double-counting error is thus mainly an error in the well, and cutting off the far tail would not cure it.

**Size of the state.** The decay constant is $k=0.004345$ bohr$^{-1}$. A pure exponential would have mean separation $1/(2k)=115$ bohr; the computed mean is 130 bohr. The estimate $-1/(2\mu a_s^2)=-1.666$ nanohartree is $12\,\%$ too shallow, so the finite range of the potential still matters at this scattering length.

**Tail control.** A hard wall raises the consistent energy by $0.0493$ nanohartree at $L=600$ bohr, $0.00347$ at 900 and $0.000255$ at 1200. The first is $2.6\,\%$ of the binding energy and four times the retardation correction beyond Breit-Pauli. The last two have the ratio $0.0734$, against $e^{-2k\times300}=0.0738$ from the wall formula. With the exponential start at 600 bohr the energy differs from the 6000-bohr result by about $2\times10^{-9}$ nanohartree. The neglected tail can account for at most a few times $10^{-9}$ nanohartree, since $C_6/R^6$ at 600 bohr is $5\times10^{-7}$ nanohartree and the probability beyond is of order $e^{-2k\times600}=0.005$. The two runs also differ in grid spacing, so the difference is not purely a tail error.

## 7. Failure modes

**Mismatched coefficients.** The cancellation of tails needs the same $C_6$ and $W_4$ in the curves and in $\delta$. A difference $\Delta W_4$ leaves $\alpha^2\Delta W_4/R^4$, which eventually exceeds the $R^{-7}$ attraction. Take both coefficients from the $A(i\omega)$ used in $V_{\rm CP}$, and join the curves to those tails.

**Relativistic polarizabilities.** Mass-velocity and Darwin terms change $A(i\omega)$, and hence $C_6$, at order $\alpha^2$. That change already belongs to $V_{\rm BP}$. If $V_{\rm CP}$ is built from a relativistic $A$ while $\delta$ subtracts the nonrelativistic $C_6$, it is counted twice. If $\delta$ is nonrelativistic throughout, the change $\Delta C_6$ is counted once but is not retarded, and $-\Delta C_6/R^6$ is left over at very large $R$. Using the relativistic $A$ both in $V_{\rm CP}$ and in the subtracted $C_6$ avoids both faults, provided the tail of $V_{\rm BO}+V_{\rm BP}$ has that same $C_6$.

**Wrong sign at long range.** In the example $V_{\rm BO}+V_{\rm BP}$ turns repulsive beyond 475 bohr. The double-counted sum does so beyond 419 bohr, sooner because $f<1$ has weakened the attraction. A plot of $R^6V$ shows the fault at once, whereas the bound-state energy alone does not.

**A bare $R^{-3}$ tail.** A small added potential $\Delta V$ shifts $a_s$ in proportion to $\int u^2\Delta V\,dR$ with $u\to R-a_s$. For $\Delta V\propto R^{-3}$ this integral diverges logarithmically. An $\alpha^3$ curve used without its retarded completion therefore has no scattering length, and a fitted value drifts with the end of the grid. The drift is slow: for the tail $-c/R^3$ with $c=7\alpha^3N^2/(6\pi)$ it is $-2\mu c\ln10$, or $-0.013$ bohr in the example, for each factor of ten in the grid length.

**Matching and bracketing.** The zero-energy solution has a node near $a_s$. A matching point close to a node makes a ratio diverge, so match in the outer part of the well. The root in $k$ lies close to $1/a_s$, here slightly above it, so the bracket should start below $1/a_s$ and end well above it. If the mismatch has no sign change, count the nodes of the zero-energy solution: their number is the number of $s$-wave bound states, and it may have become zero. The grid must extend beyond the outermost node, which lies near $a_s$ when $a_s$ is large and positive; otherwise a very weakly bound state is missed. Finally, keep $T<1$ on the whole grid when nodes are counted. Where $T>1$, $U_j$ is negative and the computed $F$ alternates in sign from point to point, which adds false nodes. This limits how far into the core the grid may start for a given $h$.
